# Leading image-charge correction for a charged defect in silicon

## Problem

A vacancy or interstitial left in silicon by ion implantation can carry a charge. Its energy is often computed in a periodically repeated cell, so the calculation contains an infinite lattice of charged defects instead of one. A uniform background of opposite charge keeps each cell neutral.

Take a cubic cell of edge $L=16.3$ Å, which holds 216 atoms, a defect charge of magnitude one, and a host with static dielectric constant $\varepsilon=11.7$.

1. Find the term of order $1/L$ in $E_{\rm iso}-E_{\rm per}$. Here $E_{\rm per}$ is the electrostatic energy per cell of the periodic array, and $E_{\rm iso}$ is that of the same charge alone in the infinite host.
2. Evaluate it in eV. State its sign and its effect on donor and acceptor levels.
3. Decide how far the number can be trusted in a real defect calculation.

The derivation uses Hartree atomic units. The host responds linearly, with the same scalar $\varepsilon$ at all distances until the second variation. The average electrostatic potential in the periodic cell is set to zero.

## Hints

**Hint 1.** A point charge has infinite self-energy. Give the charge a Gaussian width, subtract the two energies, and let the width go to zero at the end.

**Hint 2.** In reciprocal space the two energies have the same summand. One is a sum over reciprocal lattice vectors without $\mathbf G=0$, the other an integral.

**Hint 3.** Compare two different Gaussian widths. The difference of their summands is smooth at $\mathbf k=0$, so Poisson's summation formula can be applied to it.

**Hint 4.** To fix the sign, ask whether a point charge is attracted or repelled by the background in its own cell.

## Solution

### The two energies

Let the defect charge density be

$$\rho(\mathbf r)=\frac{q}{(2\pi s^2)^{3/2}}\,e^{-r^2/2s^2},\qquad \rho(\mathbf k)=q\,e^{-k^2s^2/2}.$$

Poisson's equation in the host reads $\varepsilon k^2\phi(\mathbf k)=4\pi\rho(\mathbf k)$. The work needed to build up a charge in a linear medium is $\tfrac12\int\rho\phi\,d^3r$, which includes the energy stored in the polarization.

In the periodic cell of volume $V=L^3$, the potential contains only the reciprocal lattice vectors $\mathbf G$. The component $\mathbf G=0$ is absent because the average potential is zero. For the same reason the uniform background adds nothing to $\tfrac12\int\rho\phi\,d^3r$. Therefore

$$E_{\rm per}=\frac{q^2}{2\varepsilon V}\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2s^2}.$$

For the isolated charge the sum over $\mathbf G$ divided by $V$ becomes an integral:

$$E_{\rm iso}=\frac{q^2}{2\varepsilon}\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{-k^2s^2}
=\frac{q^2}{\pi\varepsilon}\int_0^\infty e^{-k^2s^2}dk
=\frac{q^2}{2\varepsilon}\,\frac{1}{\sqrt\pi\,s}.$$

The second form uses $d^3k=4\pi k^2dk$. The difference is

$$E_{\rm per}-E_{\rm iso}=\frac{q^2}{2\varepsilon}D(s),\qquad
D(s)=\frac1V\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2s^2}-\frac1{\sqrt\pi\,s}.$$

What is needed is $D(0)$, the limit for a point charge. It is the potential, without the factor $1/\varepsilon$, that the images and the background of a unit charge produce at its site.

### The point-charge limit

Choose a second width $\sigma$ and define

$$g(k)=\frac{4\pi}{k^2}\left(e^{-k^2s^2}-e^{-k^2\sigma^2}\right),\qquad g(0)=4\pi(\sigma^2-s^2).$$

The value at zero follows from $e^{-x}\approx1-x$. To transform $g$ to real space, consider one Gaussian. The angular integration gives

$$\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{-k^2s^2}e^{i\mathbf k\cdot\mathbf r}=\frac{2}{\pi r}I(r),\qquad I(r)=\int_0^\infty e^{-k^2s^2}\frac{\sin kr}{k}\,dk.$$

Differentiation removes the denominator:

$$I'(r)=\int_0^\infty e^{-k^2s^2}\cos kr\,dk=\frac{\sqrt\pi}{2s}e^{-r^2/4s^2}.$$

Since $I(0)=0$, integration gives $I(r)=\tfrac{\pi}{2}\,{\rm erf}(r/2s)$. The transform is thus ${\rm erf}(r/2s)/r$, with the value $1/(\sqrt\pi s)$ at $r=0$. With ${\rm erfc}=1-{\rm erf}$, the transform of $g$ is

$$\tilde g(r)=\frac{{\rm erfc}(r/2\sigma)-{\rm erfc}(r/2s)}{r},\qquad \tilde g(0)=\frac1{\sqrt\pi s}-\frac1{\sqrt\pi\sigma}.$$

The function $\sum_{\mathbf R}\tilde g(|\mathbf r-\mathbf R|)$, summed over lattice vectors, is periodic and has Fourier coefficients $g(G)/V$. At $\mathbf r=0$ this gives Poisson's formula, $\sum_{\mathbf R}\tilde g(R)=V^{-1}\sum_{\mathbf G}g(G)$. Moving the term $\mathbf G=0$ to the other side,

$$\frac1V\sum_{\mathbf G\ne0}g(G)=\tilde g(0)+\sum_{\mathbf R\ne0}\tilde g(R)-\frac{g(0)}V .$$

By the definition of $D$, the left side minus $\tilde g(0)$ is $D(s)-D(\sigma)$. Hence

$$D(s)-D(\sigma)=\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2\sigma)-{\rm erfc}(R/2s)}R-\frac{4\pi(\sigma^2-s^2)}V .$$

Now let $s\to0$. The second complementary error function vanishes for every $\mathbf R\ne0$, and

$$D(0)=\frac1V\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2\sigma^2}+\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2\sigma)}R-\frac{4\pi\sigma^2}V-\frac1{\sqrt\pi\,\sigma}.$$

The left side does not contain $\sigma$, so the right side cannot depend on it. The width $\sigma$ only divides the work between two rapidly converging sums. If all lengths are measured in units of $L$, each term is a pure number divided by $L$. We may therefore write $D(0)=-\alpha/L$, where $\alpha$ depends on the lattice type alone. The answer to the first question is

$$\boxed{E_{\rm iso}-E_{\rm per}=+\frac{\alpha q^2}{2\varepsilon L}}$$

for a point charge. A localized charge of fixed size has the same leading term. The potential of the images and the background has Laplacian $4\pi q/(\varepsilon V)$ near the defect, and its gradient vanishes at the site by symmetry. Its variation across the defect is then of order $1/L^3$.

### The Madelung constant

With $L=1$ and $\sigma=1/(2\kappa)$, the last expression for $D(0)$ becomes

$$\alpha=\frac{\pi}{\kappa^2}+\frac{2\kappa}{\sqrt\pi}-\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\kappa R)}R-\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\kappa^2}.$$

Here $\mathbf R$ has integer components and $\mathbf G$ is $2\pi$ times such a vector. Summing components from $-8$ to $8$ gives $\alpha=2.83729748$ for $\kappa=2$ and the same digits for $\kappa=3$.

The number can also be found without reciprocal space. Divide the crystal into cubes, each holding a unit point charge at its centre and a uniform charge $-1$. The potential at the central point charge, without its own contribution, is the sum of $1/R$ over the other points minus the integral of $1/r$ over the cubes.

This construction does not have zero average potential. For one neutral cube, expanding $\rho(\mathbf k)$ to second order gives $\rho(\mathbf k)\approx-\tfrac{k^2}{6}\int\rho r^2d^3r$. The space integral of its potential is the limit of $4\pi\rho(\mathbf k)/k^2$ at $\mathbf k=0$:

$$\int\phi\,d^3r=-\frac{2\pi}{3}\int\rho r^2d^3r=-\frac{2\pi}{3}\left(-\frac14\right)=\frac{\pi}{6}.$$

The second moment is $-3\int_{-1/2}^{1/2}x^2dx=-\tfrac14$, since the point charge at the centre contributes nothing. The average $\pi/6=0.523599$ must be subtracted from the potential sum.

A neutral cube has no dipole or quadrupole by symmetry. Its next possible outer potential falls as $R^{-5}$. About $R^2$ cubes lie in a shell, so the missing outer part falls as the inverse square of the summed region's size. Sums over regions of half-edge 20.5 and 40.5, with this remainder extrapolated away, give $\alpha=2.837297$.

### The number in eV

The cell edge is $16.3/0.529177=30.803$ bohr. With $q^2=1$,

$$E_{\rm iso}-E_{\rm per}=\frac{2.8373}{2\times11.7\times30.803}=0.003936\ \text{hartree}=0.107\ \text{eV}.$$

This is the requested correction, near 0.11 eV. Without dielectric screening it would be 1.253 eV.

The correction is positive: it is added to the energy from the periodic cell. The point charge sits in a background of opposite sign. Within its own cell, this attraction outweighs the repulsion of the background from itself, and the other cells, each neutral as a whole, add very little. The periodic energy is therefore too low. Reversing the sign of $q$ reverses the background too, so the correction is unchanged. At $|q|=2$ and fixed $L$ and $\varepsilon$, it is four times larger, 0.428 eV.

### Levels and concentrations

The formation energy of charge state $q$ contains $qE_F$, where $E_F$ is the Fermi level. Write the rest as $A_q$. The donor level $(+/0)$ is the Fermi level at which the two states have equal formation energy:

$$A_{+}+E_F=A_0\quad\Rightarrow\quad E_F=A_0-A_{+}.$$

The correction raises $A_+$ and leaves $A_0$ unchanged, so the donor level moves down by 0.107 eV. For an acceptor, $A_- -E_F=A_0$ gives $E_F=A_- -A_0$, and the level $(0/-)$ moves up by 0.107 eV. Both statements hold the band-edge reference fixed.

In thermal equilibrium at a fixed Fermi level, the concentration of a dilute defect contains $\exp(-E_f/k_BT)$, where $E_f$ is its formation energy. Omitting the correction multiplies the calculated concentration by $\exp(0.1071\,{\rm eV}/k_BT)$. At an annealing temperature of 1273 K, $k_BT=0.1097$ eV and the factor is 2.7. At 300 K, $k_BT=0.02585$ eV and it is 63. These factors keep $\varepsilon$ and all other contributions to the formation energy fixed. Damage just after implantation is not an equilibrium population, so the factors do not predict its defect density.

### How far the result applies to silicon

The cell consists of three conventional silicon cells along each edge, with lattice constant $16.3/3=5.43$ Å. Both this length and $\varepsilon=11.7$ are typical of silicon. The dielectric constant to use is the one that describes screening in the calculation being corrected. If that were 13.0, the correction would be 0.096 eV, about 0.011 eV lower.

Periodic defects also interact through strain. A dimensional estimate is $G_{\rm sh}\Omega^2/V$, where $G_{\rm sh}$ is the shear modulus and $\Omega$ the relaxation volume. Rough values of 65 GPa and 10 Å$^3$ give 9.4 meV. This is a scale, not a calculated correction; its sign and prefactor depend on the form of the defect's strain and on whether the cell is held fixed or relaxed to zero stress.

The electrostatic formula also needs a localized defect. An effective-mass estimate for a shallow bound state has radius $(\varepsilon/m^*)a_0$, where $a_0$ is the Bohr radius. With a rough average mass $m^*=0.3$ electron masses this is 20.6 Å, comparable with the cell edge. Masses in silicon depend on direction and band, so the actual radii lie on both sides of 16.3 Å, but they remain of this order. Such orbitals overlap their images in the state where the carrier is bound. The correction for the ionized centre then does not suffice to obtain the level.

Finally, the defect's own short-range potential can shift the cell's average potential relative to the bulk host. This alignment must be obtained from the actual defect calculation. A shift of 10 mV changes the energy of a unit charge by 10 meV.

## Variation 1: a charge of finite width

**Question.** The defect charge is Gaussian with $s=2.0$ bohr. By how much does the correction change in the same cell?

**Solution.** Rearrange the expression for $D(0)$ and rename $\sigma$ as $s$:

$$D(s)=-\frac\alpha L+\frac{4\pi s^2}{V}-\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2s)}R .$$

The last sum describes overlap between images. Its nearest terms have argument $L/2s=7.7$, so they are negligible. Multiplication by $-q^2/(2\varepsilon)$ gives

$$E_{\rm iso}-E_{\rm per}\simeq\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi q^2s^2}{\varepsilon V}.$$

The second term is $-2.0$ meV. Its size can be checked in real space. For two unit charges a small distance $d$ apart, the images and background change the interaction $1/d$ by $-\alpha/L+2\pi d^2/(3V)$, apart from higher terms that average to zero over directions. The quadratic term follows from the Laplacian $4\pi/V$ and cubic symmetry. Two points drawn independently from the Gaussian have mean square distance $6s^2$, which gives the term $4\pi s^2/V$ in $D(s)$. The images and the background therefore lower the energy of a spread charge less than that of a point charge. The expansion fails when $s$ becomes comparable with $L$, because the overlap sum is then no longer small.

## Variation 2: weaker screening close to the defect

**Question.** Electrons cannot screen a charge fully at very short distances. Keep the Gaussian of the first variation and replace $\varepsilon$ by the model

$$\varepsilon(k)=1+\left[\frac1{\varepsilon-1}+\frac{k^2}{k_{\rm TF}^2}\right]^{-1}.$$

Does this alter the leading term?

**Solution.** Put $a=1/(\varepsilon-1)$ and $t=k^2/k_{\rm TF}^2$. Then $1/\varepsilon(k)=(a+t)/(a+1+t)$ and $1/\varepsilon=a/(a+1)$. Their difference is

$$\frac1{\varepsilon(k)}-\frac1\varepsilon=\frac{t}{(a+1)(a+1+t)}
=\left(1-\frac1\varepsilon\right)\frac{k^2}{k^2+\mu^2},\qquad \mu^2=\frac{k_{\rm TF}^2}{1-1/\varepsilon}.$$

Multiplication by $4\pi/k^2$ removes the singularity at $k=0$. The added interaction is $(1-1/\varepsilon)e^{-\mu r}/r$, which has short range. In Poisson's formula its image terms are negligible here, and the omitted $\mathbf G=0$ term leaves $-C/V$, with

$$C=\frac{4\pi(1-1/\varepsilon)}{\mu^2}.$$

The Gaussian factor equals one at $k=0$ and does not change $C$. Thus

$$E_{\rm iso}-E_{\rm per}\simeq\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi q^2s^2}{\varepsilon V}+\frac{Cq^2}{2V}.$$

The $1/L$ term still contains the long-range dielectric constant alone. For a size estimate, treat the 32 valence electrons per conventional cell as a uniform gas. Their density is $n=0.02956$ bohr$^{-3}$, so $k_F=(3\pi^2n)^{1/3}=0.957$ bohr$^{-1}$ and $k_{\rm TF}^2=4k_F/\pi=1.218$ bohr$^{-2}$. This gives $\mu=1.154$ bohr$^{-1}$, $C=8.63$ hartree bohr$^3$, and a new term of $+4.0$ meV.

Evaluating the reciprocal sum directly and the isolated-charge integral by numerical quadrature gives the full difference in this model:

| Atoms | $L$ (Å) | Leading term (eV) | Full difference (eV) |
|---:|---:|---:|---:|
| 64 | 10.87 | 0.1607 | 0.1675 |
| 216 | 16.30 | 0.1071 | 0.1091 |
| 512 | 21.73 | 0.0803 | 0.0812 |

The remainders are 6.81, 2.02 and 0.85 meV, following the derived $1/V$ dependence. In the 216-atom cell the remainder is the sum of $+4.02$ and $-2.00$ meV. This partial cancellation depends on the chosen width. The two terms cancel fully at $s^2=C\varepsilon/4\pi$, or $s\approx2.8$ bohr, and for a wider charge the remainder is negative. The small remainder also belongs to this linear model: it includes neither strain nor the alignment specific to a real defect. A separate alignment procedure may already contain part of the $C/V$ term, so the two must not be added without checking their definitions.
